# Correlations, String Order and Energy of the AKLT State

## Problem

A chain of spins 1 has the Hamiltonian

$$H=J\sum_k\Big[\mathbf S_k\cdot\mathbf S_{k+1}+\tfrac13(\mathbf S_k\cdot\mathbf S_{k+1})^2\Big],\qquad J>0 .$$

Spins are measured in units of $\hbar$, energies in units of $J$, and distances in lattice spacings. The AKLT state is built in three moves: put two spins 1/2 on every site, join neighbouring sites by singlets, and project the pair on each site onto total spin 1. The chain is closed into a ring of $N\ge3$ sites, and the infinite chain is the limit $N\to\infty$.

1. Write the state as a matrix product with $2\times2$ matrices $A^m$, where $m=+,0,-$ stands for $S^z=+1,0,-1$.
2. Find all eigenvalues of its transfer matrix.
3. Find the correlation length of the infinite chain.
4. Find the string correlator
$$O(r)=\Big\langle S^z_0\,\exp\Big(i\pi\sum_{0<k<r}S^z_k\Big)S^z_r\Big\rangle,\qquad r\ge1 .$$
5. Find the energy per bond and decide whether any state has a lower one.

## Hints

**For 1.** Write the projector on a site and the singlet on a bond as $2\times2$ matrices. Summing over the spin-1/2 indices then multiplies them.

**For 2.** Treat the transfer matrix as a linear map on $2\times2$ matrices $X$, and try $X=1,\sigma^z,\sigma^+,\sigma^-$.

**For 3 and 4.** An operator on a site changes the map belonging to that site. Follow the unit matrix through the successive maps.

**For 5.** Evaluate the bond energy for total spin 0, 1 and 2 of two neighbours. Then ask which of these spins can occur when the two sites share a singlet.

## Solution

### 1. The matrices

Let $a_k$ and $b_k$ label the left and right spin 1/2 on site $k$, with values $\uparrow,\downarrow$. The spin-1 states are $\uparrow\uparrow$, $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ and $\downarrow\downarrow$, so the projection has the coefficients $P^m_{ab}$ with

$$P^+=\begin{pmatrix}1&0\\0&0\end{pmatrix},\quad P^0=\frac1{\sqrt2}\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad P^-=\begin{pmatrix}0&0\\0&1\end{pmatrix}.$$

The singlet between $b_k$ and $a_{k+1}$ has the coefficients

$$\varepsilon=\frac1{\sqrt2}\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

The amplitude of a configuration is the sum of $P^{m_1}_{a_1b_1}\varepsilon_{b_1a_2}P^{m_2}_{a_2b_2}\cdots\varepsilon_{b_Na_1}$ over all $a_k,b_k$. This is the trace of the product of the matrices $P^m\varepsilon$. With $\sigma^+=\begin{pmatrix}0&1\\0&0\end{pmatrix}$ and $\sigma^-=(\sigma^+)^\dagger$, multiplication gives

$$P^+\varepsilon=\frac{\sigma^+}{\sqrt2},\qquad P^0\varepsilon=-\frac{\sigma^z}{2},\qquad P^-\varepsilon=-\frac{\sigma^-}{\sqrt2}.$$

To fix the scale, define $n_\uparrow=\sigma^+\sigma^-=\mathrm{diag}(1,0)$ and $n_\downarrow=\sigma^-\sigma^+=\mathrm{diag}(0,1)$. Then

$$\sum_m(P^m\varepsilon)(P^m\varepsilon)^\dagger=\tfrac12(n_\uparrow+n_\downarrow)+\tfrac14=\tfrac34 .$$

Multiplying each matrix by $2/\sqrt3$ turns this sum into 1:

$$A^+=\sqrt{\tfrac23}\,\sigma^+,\qquad A^0=-\tfrac1{\sqrt3}\,\sigma^z,\qquad A^-=-\sqrt{\tfrac23}\,\sigma^-,$$

$$|\psi\rangle=\sum_{m_1\ldots m_N}\mathrm{tr}(A^{m_1}\cdots A^{m_N})\,|m_1\ldots m_N\rangle .$$

The nonzero elements are $0.8165$ in $A^+$, $\mp0.5774$ in $A^0$ and $-0.8165$ in $A^-$. The bond dimension is two. With bond dimension one the matrices would be numbers and the state a product state, whose connected correlations vanish. Part 3 finds nonzero ones, so two is the smallest possible value.

### 2. The transfer matrix

The squared norm is $\sum|\mathrm{tr}(A^{m_1}\cdots A^{m_N})|^2$. Because $\mathrm{tr}X\,\mathrm{tr}Y=\mathrm{tr}(X\otimes Y)$ and tensor products multiply factor by factor, it equals $\mathrm{tr}\,E^N$ with $E=\sum_mA^m\otimes(A^m)^*$. Acting on a $2\times2$ matrix, $E$ is the map

$$E(X)=\sum_mA^mXA^{m\dagger}=\tfrac23(\sigma^+X\sigma^-+\sigma^-X\sigma^+)+\tfrac13\sigma^zX\sigma^z .$$

The minus signs in $A^0$ and $A^-$ occur twice and cancel.

- For $X=1$: $E(1)=\tfrac23(n_\uparrow+n_\downarrow)+\tfrac13=1$.
- For $X=\sigma^z$: since $\sigma^z\sigma^-=-\sigma^-$ and $\sigma^z\sigma^+=\sigma^+$, the first bracket is $-n_\uparrow+n_\downarrow=-\sigma^z$. Hence $E(\sigma^z)=(-\tfrac23+\tfrac13)\sigma^z=-\tfrac13\sigma^z$.
- For $X=\sigma^\pm$: each term in the first bracket contains $(\sigma^+)^2=0$ or $(\sigma^-)^2=0$. As $\sigma^z\sigma^\pm\sigma^z=-\sigma^\pm$, the result is $E(\sigma^\pm)=-\tfrac13\sigma^\pm$.

These four matrices span all $2\times2$ matrices, so the spectrum is complete: $1$ once and $-\tfrac13$ three times. The squared norm is $1+3(-\tfrac13)^N$, which tends to 1.

### 3. The correlation length

Write $X=x_0\,1+\mathbf x\cdot\boldsymbol\sigma$, where $x_0=\tfrac12\mathrm{tr}X$. Many applications of $E$ remove the second part, so $E^L(X)\to\tfrac12\mathrm{tr}(X)\,1$ for $L\to\infty$. If $F$ is the map for a finite stretch carrying operators, the expectation value in the infinite chain is therefore $\tfrac12\mathrm{tr}\,F(1)$.

An operator $S^z$ on a site weights each term of $E$ by its value of $S^z$:

$$E_S(X)=\tfrac23(\sigma^+X\sigma^--\sigma^-X\sigma^+).$$

The products already found give

$$E_S(1)=\tfrac23\sigma^z,\qquad E_S(\sigma^z)=\tfrac23(-n_\uparrow-n_\downarrow)=-\tfrac23\,1,\qquad E_S(\sigma^\pm)=0 .$$

Thus $\langle S^z\rangle=\tfrac12\mathrm{tr}(\tfrac23\sigma^z)=0$. For two operators at distance $r\ge1$ there are $r-1$ sites between them:

$$1\ \xrightarrow{E_S}\ \tfrac23\sigma^z\ \xrightarrow{E^{r-1}}\ \tfrac23\big(-\tfrac13\big)^{r-1}\sigma^z\ \xrightarrow{E_S}\ -\tfrac49\big(-\tfrac13\big)^{r-1}1 .$$

Since $-\tfrac49=\tfrac43\cdot(-\tfrac13)$,

$$\langle S^z_0S^z_r\rangle=\tfrac43\big(-\tfrac13\big)^r .$$

The sign alternates as in an antiferromagnet. The magnitude is $\tfrac43e^{-r\ln3}$, which gives

$$\xi=\frac1{\ln3}=0.9102\ \text{lattice spacings}.$$

No other local operators have a longer correlation length. Let $Q$ be an operator on a finite block, with map $F_Q$, and write $F_Q(1)=q\,1+\mathbf v\cdot\boldsymbol\sigma$, where $q=\langle Q\rangle$. After $n$ empty sites this becomes $q\,1+(-\tfrac13)^n\,\mathbf v\cdot\boldsymbol\sigma$. The first term yields the product of the two mean values when a second operator is applied. The connected part is what remains, and it carries the factor $(-\tfrac13)^n$.

### 4. The string correlator

Each site inside the string carries $\exp(i\pi S^z)$, which is $-1$ for $S^z=\pm1$ and $+1$ for $S^z=0$. Its map is

$$E_u(X)=\tfrac13\sigma^zX\sigma^z-\tfrac23(\sigma^+X\sigma^-+\sigma^-X\sigma^+).$$

For $X=\sigma^z$ the bracket is $-\sigma^z$, as in part 2, so

$$E_u(\sigma^z)=\tfrac13\sigma^z+\tfrac23\sigma^z=\sigma^z .$$

The string replaces the factor $-\tfrac13$ per site by $1$, and nothing decays:

$$1\ \xrightarrow{E_S}\ \tfrac23\sigma^z\ \xrightarrow{E_u^{\,r-1}}\ \tfrac23\sigma^z\ \xrightarrow{E_S}\ -\tfrac49\,1,\qquad O(r)=-\tfrac49 .$$

The string order has magnitude $4/9$ at every $r\ge1$. Its negative sign belongs to the definition of $O(r)$ used here; a definition with an extra overall minus sign would give $+4/9$. At $r=1$ the string is empty and the two correlators agree. Beyond that, the ratio of their magnitudes, $|O(r)|/|\langle S^z_0S^z_r\rangle|=3^{\,r-1}$, grows with distance:

| $r$ | $\langle S^z_0S^z_r\rangle$ | $O(r)$ |
|---|---|---|
| 1 | $-0.4444$ | $-0.4444$ |
| 2 | $0.1481$ | $-0.4444$ |
| 3 | $-0.0494$ | $-0.4444$ |
| 5 | $-0.0055$ | $-0.4444$ |

### 5. The energy

For two spins 1 with total spin $T$, squaring $\mathbf S_k+\mathbf S_{k+1}$ gives $x=\mathbf S_k\cdot\mathbf S_{k+1}=\tfrac12[T(T+1)-4]$. Hence $x=-2,-1,1$ for $T=0,1,2$. The bond energy $x+\tfrac13x^2$, in units of $J$, is

$$-2+\tfrac43=-\tfrac23,\qquad -1+\tfrac13=-\tfrac23,\qquad 1+\tfrac13=\tfrac43 .$$

With $P_2$ the projector onto $T=2$, the bond Hamiltonian is therefore $h=2P_2-\tfrac23$. As $P_2$ has no negative eigenvalue, no state has an energy below $-\tfrac23J$ per bond.

The AKLT state reaches this bound if it has no $T=2$ part on any bond. Two neighbouring sites contain four spins 1/2, two of which form a singlet. The other two can supply a total spin of at most 1, and the projections on the sites conserve total spin. The matrices confirm this. Lowering $|{+}{+}\rangle$ repeatedly gives the $T=2$ states, up to normalization:

$$|{+}{+}\rangle,\quad |{+}0\rangle+|0{+}\rangle,\quad |{+}{-}\rangle+2|00\rangle+|{-}{+}\rangle,\quad |0{-}\rangle+|{-}0\rangle,\quad |{-}{-}\rangle .$$

The corresponding combinations of matrix products are

$$A^+A^+=\tfrac23(\sigma^+)^2=0,$$

$$A^+A^0+A^0A^+=-\tfrac{\sqrt2}3(\sigma^+\sigma^z+\sigma^z\sigma^+)=-\tfrac{\sqrt2}3(-\sigma^++\sigma^+)=0,$$

$$A^+A^-+2A^0A^0+A^-A^+=-\tfrac23n_\uparrow+\tfrac23-\tfrac23n_\downarrow=0,$$

$$A^0A^-+A^-A^0=\tfrac{\sqrt2}3(\sigma^z\sigma^-+\sigma^-\sigma^z)=\tfrac{\sqrt2}3(-\sigma^-+\sigma^-)=0,$$

$$A^-A^-=\tfrac23(\sigma^-)^2=0 .$$

The trace is cyclic, so the same holds for the bond that closes the ring. The energy is $-\tfrac23J$ per bond, for every $N\ge3$ and in the infinite chain, and the AKLT state is a ground state.

The correlator of part 3 fixes how the state is divided between the two lower bond levels. The construction singles out no direction, so in the infinite chain $\langle\mathbf S_k\cdot\mathbf S_{k+1}\rangle=3\times(-\tfrac49)=-\tfrac43$. Let $p_0$ and $p_1$ be the probabilities of $T=0$ and $T=1$. The $T=2$ part is absent, so $p_0+p_1=1$. From this and $-2p_0-p_1=-\tfrac43$ follow $p_0=\tfrac13$ and $p_1=\tfrac23$. Then $\langle(\mathbf S_k\cdot\mathbf S_{k+1})^2\rangle=4p_0+p_1=2$, which agrees with the direct evaluation from the two-site density matrix in the numerical check. The energy $-\tfrac43+\tfrac13\cdot2=-\tfrac23$ is not an independent test: both levels lie at $-\tfrac23$, so any $p_0,p_1$ with $p_0+p_1=1$ gives this value.

The argument needs the coefficient $\tfrac13$. For a bond energy $x+\beta x^2$, the levels $T=0$ and $T=1$ lie at $-2+4\beta$ and $-1+\beta$, which coincide only at $\beta=\tfrac13$. For other $\beta$, the AKLT state mixes bond levels of different energy, and this proof that it is a ground state no longer applies.

The proof does not show that the ground state is unique. For a ring of eight sites, numerical diagonalization gives a ground energy of $-5.3333J$, or $-5.3333J/8=-0.6667J$ per bond. The ground vector has overlap $1.0000$ with the AKLT state, and the next level lies $0.6997J$ higher. The ground state of this ring is thus unique; the calculation does not settle other lengths.

## Variation 1: a finite ring

*How do the two correlators change on a ring of $N$ sites, for $1\le r\le N-1$?*

Set $\lambda=-\tfrac13$. The rest of the ring now contributes a finite power of $E$, and the trace of the whole map is needed:

$$\langle S^z_0S^z_r\rangle=\frac{\mathrm{tr}\big(E_SE^{r-1}E_SE^{N-r-1}\big)}{1+3\lambda^N}.$$

Starting from $1$, the maps return $-\tfrac49\lambda^{r-1}\,1$. Starting from $\sigma^z$, they return $-\tfrac49\lambda^{N-r-1}\sigma^z$. Starting from $\sigma^\pm$, they give zero. Adding the diagonal elements and using $-\tfrac49=\tfrac43\lambda$,

$$\langle S^z_0S^z_r\rangle=\frac43\,\frac{\lambda^r+\lambda^{N-r}}{1+3\lambda^N}.$$

The two terms belong to the two ways around the ring.

For the string, $E^{r-1}$ is replaced by $E_u^{\,r-1}$. The start from $1$ now gives $-\tfrac49$. The start from $\sigma^z$ needs $E_u(1)=\tfrac13-\tfrac23=\lambda$ and gives $-\tfrac49\lambda^{N-r-1}\lambda^{r-1}=-\tfrac49\lambda^{N-2}$. With $\lambda^{N-2}=9\lambda^N$,

$$O(r)=-\frac49\,\frac{1+9\lambda^N}{1+3\lambda^N}.$$

For $N=10$ the denominator is $1.00005$. At $r=5$ both ways around are equally long, and the correlator is $2\times(-0.005487)/1.00005=-0.01097$, twice the infinite-chain value to this accuracy. The string correlator is $-0.44449$ at every distance, against $-0.44444$ in the infinite chain. Explicit sums over all configurations of this ring, made in the numerical check, agree with both formulas.

## Variation 2: what the string detects

*Which configurations occur in the state, and why is the string order $4/9$?*

Between two sites with $S^z=+1$ that have only zeros between them, the matrix product contains $\sigma^+(\sigma^z)^n\sigma^+=\sigma^+\sigma^+=0$. Likewise $\sigma^-(\sigma^z)^n\sigma^-=(-1)^n\sigma^-\sigma^-=0$. The nonzero spins therefore alternate in sign, with any number of zeros between them. This is antiferromagnetic order without fixed positions, and the varying number of zeros hides it from the ordinary correlator.

Suppose both end spins are nonzero, with $n$ nonzero spins between them. Alternation makes the product of the end spins $(-1)^{n+1}$, while the string contributes $(-1)^n$. Together they give $-1$. If an end spin is zero, the contribution vanishes. So $O(r)$ is minus the probability that both end spins are nonzero. The map for $(S^z)^2$ sends $1$ to $\tfrac23(n_\uparrow+n_\downarrow)=\tfrac23\,1$, so in the infinite chain this probability is $(\tfrac23)^2=\tfrac49$.

The rule also counts configurations on a ring with even $N$. Alternation around the ring requires an even number of nonzero spins. There are $2^{N-1}-1$ ways to choose a nonempty set of even size, and each has two sign patterns. Each such pattern has nonzero amplitude, because its product is proportional to a matrix with a single diagonal element, up to cyclic order. The configuration of zeros alone also occurs, since $\mathrm{tr}(\sigma^z)^N=2$. The total is $2(2^{N-1}-1)+1=2^N-1$. For $N=10$ this gives $1023$ of the $59049$ configurations, the number found by enumeration.

## Calculated quantities

```
Model: J = 1 (energy unit), lattice spacing = 1 (length unit)
A(+1) upper right element: 0.816497
A(0) diagonal elements: -0.577350, 0.577350
A(-1) lower left element: -0.816497
Singlet construction, N = 6: largest deviation below 1e-12: True
Transfer eigenvalues: 1.000000, -0.333333, -0.333333, -0.333333
Correlation length: 0.910239 lattice spacings
Infinite chain: r, <Sz Sz>, string correlator (hbar^2)
  1  -0.444444  -0.444444
  2  0.148148  -0.444444
  3  -0.049383  -0.444444
  4  0.016461  -0.444444
  5  -0.005487  -0.444444
Probability that both end spins are nonzero: 0.444444
Ring N = 10: squared norm 1.00005081
Ring N = 10: r, <Sz Sz>, string correlator (hbar^2)
  1  -0.444490  -0.444490
  2  0.148344  -0.444490
  3  -0.049990  -0.444490
  4  0.018289  -0.444490
  5  -0.010973  -0.444490
Ring N = 10: configurations in total: 59049
Ring N = 10: configurations with nonzero amplitude: 1023
Infinite chain <S.S> on a bond: -1.333333
Infinite chain <(S.S)^2> on a bond: 2.000000
Infinite chain energy per bond: -0.666667 J
Ring N = 10: energy per bond: -0.666667 J
Ring N = 8: diagonalized ground energy: -5.333333 J
Ring N = 8: the same per bond: -0.666667 J
Ring N = 8: overlap with AKLT state: 1.00000000
Ring N = 8: gap to next level: 0.699698 J
```
